Constant Electron-Diffraction Intensity During Step-Flow Growth

A staircase of equal terraces looks the same after it has been shifted sideways. Let H(x,t) be the height of a crystal surface in layers, with x counted in lattice sites, and let the steps descend towards +x with terrace width L. If the steps all advance at speed v, then

H(x,t) = H(x − vt, 0),  H(x + L, t) = H(x,t) − 1.

After the time L/v the profile has moved by one terrace, so

H(x, t + L/v) = H(x − L, t) = H(x,t) + 1.

Every column has gained a layer, yet the surface is the old staircase displaced. A diffracted intensity does not depend on where the surface pattern begins, so it cannot register this advance.

Dimensions restrict the form of the growth rate. With step height h and a flux F in layers per unit time, the height rate must be hF times a function of dimensionless ratios such as FL²/D, where D is the adatom hop rate in each direction. If every arriving atom stays and no voids form, conservation of atoms sets that function to one. Diffusion decides where atoms settle, not how many there are.

**A growing surface with a constant signal**

Take electrons of energy E = 15000 eV and a step height h = 2.5 Å. In atomic units (ħ = mₑ = e = 1, c the speed of light), the relativistic relation between energy and wave number k is

(E + c²)² = c²k² + c⁴.

Expanding the left side, cancelling c⁴ and dividing by c² gives

k² = 2E + E²/c².

The wavelength 2π/k is 0.09941 Å. At glancing angle α, specular reflection reverses the normal component k sin α, a change of 2k sin α. Two terraces one layer apart therefore scatter with the phase difference

φ = 2kh sin α.

Choose φ = 3π, for which neighbouring layers interfere destructively. Then sin α = 3π/(2kh) = 3 × 0.09941/(4 × 2.5) = 0.0298, so α = 1.71°. Since H is an integer, 3π and π give the same phase factors, and φ = π is used below.

Let the beam travel parallel to the step edges, and let κ be the change of wave number across the steps. Energy conservation then makes the outgoing normal component √((k sin α)² − κ²), with k sin α = 1.9 Å⁻¹. For sites 3 Å apart and L = 40, |κ| ≤ 2π/L means at most 0.05 Å⁻¹, which alters this component by less than 0.1%. The same φ can therefore be used for all the beams considered here.

In single scattering, with equal scattering from every exposed site, the amplitude at lateral wave number κ is

A(κ,t) = ⟨exp[i(φH(x,t) + κx)]⟩,

where the brackets average over sites. When x increases by L, the exponent changes by i(κL − φ). Terraces add in phase if κL − φ is a multiple of 2π; take κL = φ. The average over the surface then equals the average over one terrace, where H may be set to zero:

A = (1/L) Σ exp(iκx), x = 0 … L − 1
 = (1/L) [1 − exp(iκL)]/[1 − exp(iκ)].

Because |1 − exp(iu)| = 2|sin(u/2)|,

|A|² = [sin(φ/2)/(L sin(φ/(2L)))]².

For L = 40 and φ = π this is 0.405. Time does not appear. Meanwhile each step advances 40 sites per deposited layer, which is 120 Å for a site spacing of 3 Å. Three layers add 7.5 Å to the film at constant beam intensity.

**Why the atoms reach the steps**

Growth by the advance of existing steps is called step flow. It needs adatoms that find a step before they find each other. Assume that steps absorb adatoms from both sides, that attachment is irreversible, and that descending a step costs no extra barrier. Let nₓ be the mean adatom occupation of site x, with absorbing steps at 0 and L. If the steps move slowly compared with diffusion, the balance at each site is

D(nₓ₊₁ + nₓ₋₁ − 2nₓ) + F = 0.

The second difference of x(L − x) is −2, and this function vanishes at both steps. Hence

nₓ = F x(L − x)/(2D).

Using Σ x(L − x) = L(L² − 1)/6, the mean coverage is

n̄ = F(L² − 1)/(12D) ≈ FL²/(12D).

By symmetry half the atoms landing on a terrace go to each of its two steps. A step thus receives FL/2 from either side, so v = FL. It passes L sites per layer time 1/F, as conservation requires.

Let the diffusion barrier be 0.70 eV and let there be 10¹³ hop attempts per layer time. At thermal energy kT = 0.050 eV (here k is Boltzmann's constant),

D/F = 10¹³ exp(−0.70/0.050) = 8.315 × 10⁶.

Then FL²/D = 1.9 × 10⁻⁴, so the slow-step assumption is good, and n̄ = 1.6 × 10⁻⁵. Each isolated adatom adds one upward and one downward edge. This raises the step density by about 2n̄L = 0.0013 of its staircase value, one reason to call the density nearly constant.

Now estimate island formation. Suppose an adatom sits at x when another lands at y, and let P(x,y) be the probability that they meet before either is captured. Atoms land at rate F on each site, so in one layer time the number of meetings per terrace is

N = Σₓ Σᵧ nₓP(x,y).

If P were one everywhere, the sum would be close to (FL³/12D) × L. Write therefore

N = w FL⁴/(12D),

where w is the weighted average of P. Until a capture or a meeting occurs, the next hop is equally likely to be made by either atom in either direction, so P equals the average of its four neighbouring values. It is one when the atoms are adjacent or coincide, and zero when either has reached a step. Solving these linear equations numerically for L = 40 gives w = 0.498, hence

N = 0.498 × 40⁴/(12 × 8.315 × 10⁶) = 0.013.

Islands are rare on the hot surface. Setting N = 1, and neglecting the weak dependence of w on L, gives a crossover width

L* = [12D/(wF)]^(1/4),

which is 119 sites here. At kT = 0.030 eV, D/F falls to 735 and L* to 11.5 sites. The same 40-site terrace is then wide enough for several islands. Near and above L* the pair calculation sets only a scale, because it ignores the islands already present.

**The same flux at two temperatures**

A kinetic Monte Carlo simulation lets the growth mode emerge from these rules. It has 40 terraces of 40 sites in one lateral dimension. Atoms land at random, free adatoms hop, and an atom with a lateral neighbour stays put. Flux, terrace width and diffraction phase are held fixed; only kT changes. The cold results average eight runs, while the hot results come from one.

The recorded step density is the sum of |ΔH| between neighbouring sites, divided by its staircase value. The recorded intensity is the scattered power with |κ| ≤ 2π/L, divided by its initial value. This window accepts both main staircase beams, at κ = ±π/L, and also collects power that spreads to nearby κ as steps wander.

Layers: cold density, hot density; cold intensity, hot intensity
0.0: 1.00, 1.00; 1.00, 1.00
0.5: 6.81, 1.00; 0.16, 0.99
1.0: 7.46, 1.00; 0.31, 0.99
1.5: 7.69, 1.05; 0.21, 0.98
2.0: 7.75, 1.05; 0.25, 0.99
2.5: 7.93, 1.05; 0.22, 0.98
3.0: 7.91, 1.05; 0.23, 0.97

Both films gain three layers. The hot intensity, summed over the window, stays within 4% of its initial value. The hot density of 1.05 means one additional up-and-down pair of edges among 40 steps, since 42/40 = 1.05. The run produced 0.025 nuclei per terrace and layer, or three in all; the estimate for equal terraces predicts about 1.5. Counts this small do not distinguish the two.

The simulated hot adatom coverage is 1.9 × 10⁻⁵, about 18% above the formula. Unequal terraces push it in this direction. A terrace of width ℓ holds a number of adatoms proportional to ℓ³, and ⟨ℓ³⟩ exceeds L³ when the mean width is L. For random arrivals, the advance of each step has variance of about L per layer, so the width between two steps gains variance of about 2L per layer. Its average over three layers is 3L = 120. Writing ℓ = L + δ with ⟨δ⟩ = 0, and dropping ⟨δ³⟩, gives ⟨ℓ³⟩/L³ ≈ 1 + 3⟨δ²⟩/L² = 1 + 3 × 120/40² ≈ 1.2. This rough estimate has the right size.

The same wandering weakens the two main beams themselves. If the step displacements after Θ layers are independent and roughly Gaussian, with variance LΘ, each beam intensity is multiplied by about exp(−κ²LΘ) = exp(−π²Θ/L). For L = 40 and Θ = 3 this is 0.48. The lost power goes mostly to nearby κ, where the window still collects it. In this model a narrow detector would therefore see a gradual decay, and only the wide window gives a nearly constant signal.

The cold surface forms 3.3 nuclei per terrace and layer, a spacing of 12 sites, comparable with L*. Its intensity falls at half a layer, partly recovers at one, and then oscillates with shrinking contrast. By the third layer little oscillation remains, although deposition continues at the same rate. This is a second way to lose the signal without stopping growth.

The cold step density does not oscillate at these sampling times. It rises quickly and then changes slowly. A nearly constant step density is therefore not, by itself, proof of step flow either.

**The general statement**

Loss of oscillations does not determine the growth rate. More precisely:

1. With full sticking, no desorption and no voids, d⟨H⟩/dt = F for any surface morphology.
2. While a surface descends monotonically, its step density is fixed by its mean slope, even if its terraces are unequal.
3. If its profile also moves rigidly, every single-scattering beam intensity is constant.

For the first part, the mean height is the number of deposited atoms divided by the number of surface sites. Hops move atoms between columns but leave their sum unchanged. Arrivals alone change the sum, at rate F per site.

For the second, consider a long stretch of M sites with mean downward slope p. If all height changes are downward, the sum of |ΔH| equals the total drop pM. The density is p, which is 1/L for the staircase. Moving the steps cannot change it unless an upward edge appears, as it does when an island or a free adatom is present.

For the third, let the profile move by s sites, so that H(x,t) = H(x − s,0). Put x = x′ + s in the amplitude:

A(κ,t) = ⟨exp[i(φH(x′,0) + κx′ + κs)]⟩
 = exp(iκs) A(κ,0).

The prefactor has modulus one, so |A(κ,t)|² = |A(κ,0)|². The average must be unaffected by the shift, which holds for a matching periodic surface or for one so long that its ends do not matter. A detector that adds intensities over a fixed range of κ also sees a constant signal.

The speed enters A only through a phase that the intensity discards. A stationary staircase and one moving at any steady speed consequently give the same trace. The argument extends to multiple scattering whenever s is a lattice period: the whole crystal, including its bulk, is then the original crystal displaced. Between such positions this extension makes no claim.

**Other constant or vanishing signals**

The converse inference, from a constant trace to step flow, also fails. On a wide flat surface with a fraction θ of one new layer filled, the specular amplitude is (1 − θ) + θ exp(iφ). Its squared modulus is

I = (1 − θ)² + θ² + 2θ(1 − θ)cos φ
 = 1 − 2θ(1 − θ)(1 − cos φ)
 = 1 − 4θ(1 − θ)sin²(φ/2).

At φ = π this is (1 − 2θ)², which falls to zero at half filling and recovers at completion. At φ = 2π it is one throughout, so in single scattering even perfect layer-by-layer growth gives no oscillation.

In the opposite limit atoms stay where they land. After Θ layers, column heights follow a Poisson distribution, and

A = Σ exp(−Θ)(Θⁿ/n!)exp(iφn) = exp[Θ(exp(iφ) − 1)], n = 0, 1, 2, …

Taking the squared modulus keeps twice the real part of the exponent:

I = exp[−2Θ(1 − cos φ)].

At φ = π the intensity is 0.135 after half a layer and 0.018 after one. It decays without oscillating while the film thickens at the full rate.

**Reading a growth experiment**

The energy and glancing angle chosen here suit reflection high-energy electron diffraction, but single scattering describes that technique only roughly. The energy of motion normal to the surface is E sin²α = 15000 × 0.0298² ≈ 13 eV, comparable with the mean inner potential of a solid, of order 10 eV. A partly filled layer therefore refracts the beam, and multiple scattering is strong. Real traces can oscillate at φ = 2π, and their minima need not fall at half filling, so the phase rules derived above belong to the single-scattering model. The rigid-shift result survives for shifts by a lattice period. A terrace of 120 Å with 2.5 Å steps corresponds to a miscut of about 1.2°. The barrier is a round number, and real barriers depend on material, surface reconstruction and direction.

The single lateral dimension strongly affects the crossover temperature. In the model, N = 1 for L = 40 requires D/F = 0.498 × 40⁴/12 = 1.06 × 10⁵, which puts the crossover at kT = 0.70/ln(10¹³/1.06 × 10⁵) = 0.038 eV. On a two-dimensional surface, take the meeting rate per site as sDn², with s a number between one and a few. The mean of n² across a terrace is F²L⁴/(120D²), so an L × L patch forms about sFL⁶/(120D) nuclei per layer. Setting this to one moves the crossover to about 0.056 eV for s = 1 and 0.061 eV for s = 3. The hot example at 0.050 eV would then lie on the island-forming side. Its temperature should not be used as a growth recipe. Detachment of atoms from small islands, also omitted, would favour step flow.

A thickness measurement settles whether the film has grown. Another useful test is to cool the surface under unchanged flux at an out-of-phase setting. If islands become closely spaced compared with the terraces, but atoms can still fill layers, oscillations should return. Their return shows that material is arriving and sticking at the lower temperature. It does not give the growth rate of the hotter surface, from which some atoms may desorb. The absence of oscillations leaves the question open, because the surface may have roughened or the diffraction phase may be unsuitable.
